\section*{Outside-Block Gaps and Buffer Bands in Plane-Wave Eigensolvers, part 2}

We seek the lowest eigenpairs $Hu_i=\lambda_iu_i$, with orthonormal $u_i$ and ascending $\lambda_i$, of a fixed Hermitian matrix $H=T+V$ in an orthonormal plane-wave basis, where $T$ is diagonal. Hartree atomic units are used. A block of $m$ vectors is improved together, with a Rayleigh--Ritz step after each improvement giving Ritz values $\theta_i$ and vectors $x_i$. Buffers are extra block vectors not wanted as results. For a band $n\le m$, $g_n=\lambda_{m+1}-\lambda_n$; assume $\lambda_m<\lambda_{m+1}$.

Let $P$ project on the lowest $m$ states and $Q=1-P$. The block contains vectors $u_i+r_i$ with errors $r_i=Qr_i$; put $\eta=\max_i\|r_i\|$. When $\|r_n\|$ is small and the remaining errors are small on the scale of the splittings inside the block, $\theta_n-\lambda_n\simeq r_n^\dagger(H-\lambda_n)r_n$.

The preconditioned correction is
\begin{equation}
 y_i=x_i-K(H-\theta_i)x_i,\qquad K=(T+c)^{-1},\quad c>0,
 \label{step}
\end{equation}
For small $\eta$, the residual and the new error are
\begin{equation}
 (H-\theta_n)x_n=(H-\lambda_n)r_n+O(\eta\|r_n\|).
 \label{residual}
\end{equation}
\begin{equation}
 r_n'=\bigl[1-QKQ(H-\lambda_n)\bigr]r_n+O(\eta\|r_n\|).
 \label{linear}
\end{equation}
The asymptotic factor for a stable step was stated to be $1-\mu_n$, with bounds still to be proved:
\begin{equation}
 \frac{g_n}{\lambda_{m+1}-V_{\min}+c}\le\mu_n\le\frac{g_n}{c},
 \label{mainprec}
\end{equation}
where $V_{\min}$ is a lower bound on $V$.

For comparison, a Chebyshev filter of degree $k$, costing $k$ products with $H$ per vector, multiplies $\|r_n\|$ per application by at most
\begin{equation}
 q_n=\frac{1}{\cosh[k\,\mathrm{arccosh}(1+2\gamma_n)]},\qquad
 \gamma_n=\frac{g_n}{b-\lambda_{m+1}},
 \label{mainfilter}
\end{equation}
where $b$ is an upper bound on the spectrum; $b=T_{\max}+V_{\max}$, the sum of the maxima of $T$ and $V$, is a safe choice.

\subsection{Error modes and their norm}

On the range of $Q$, define
\begin{equation}
 K_Q=QKQ,\qquad D=Q(H-\lambda_n)Q .
\end{equation}
Both are positive definite there if $g_n>0$. The error matrix $1-K_QD$ is not Hermitian in general, but it is similar to a Hermitian one:
\begin{equation}
 D^{1/2}(1-K_QD)D^{-1/2}=1-D^{1/2}K_QD^{1/2}.
\end{equation}
Its eigenvalues are therefore real and equal to $1-\mu$, where $\mu>0$ runs over the eigenvalues of $D^{1/2}K_QD^{1/2}$. Let $\mu_n$ be the smallest. If all $\mu\le1$, the norm $\|D^{1/2}r_n\|$ decreases by at least the factor $1-\mu_n$ in the linearized iteration. This norm has a direct meaning, since
\begin{equation}
 \|D^{1/2}r_n\|^2=r_n^\dagger(H-\lambda_n)r_n\simeq\theta_n-\lambda_n .
\end{equation}
To leading order the energy error is thus multiplied by at most $(1-\mu_n)^2$ per iteration. The slow rate is approached when the error has a component on the mode of $\mu_n$.

\subsection{Two-sided bound on the slow mode}

The matrices $D^{1/2}K_QD^{1/2}$ and $K_Q^{1/2}DK_Q^{1/2}$ have the same eigenvalues. Substituting $v=K_Q^{1/2}s$ in the Rayleigh quotient of the second gives
\begin{equation}
 \mu_n=\min_{v=Qv\ne0}\frac{v^\dagger(H-\lambda_n)v}{v^\dagger K_Q^{-1}v}.
 \label{variation}
\end{equation}
The inverse $K_Q^{-1}$ is taken within the range of $Q$ and differs from $QK^{-1}Q$ in general. The two are ordered. For $v=Qv$,
\begin{equation}
 v^\dagger K_Q^{-1}v=\max_{w=Qw}\left(2\,{\rm Re}\,v^\dagger w-w^\dagger Kw\right),
\end{equation}
with the maximum at $w=K_Q^{-1}v$. Removing the restriction $w=Qw$ can only raise the maximum, and the unrestricted maximum is $v^\dagger K^{-1}v$. Hence
\begin{equation}
 v^\dagger K_Q^{-1}v\le v^\dagger(T+c)v .
\end{equation}

Let $V_{\min}\le V\le V_{\max}$, normalize $v$, and write $\epsilon=v^\dagger Hv\ge\lambda_{m+1}$. Since $T=H-V$,
\begin{equation}
 v^\dagger(T+c)v\le\epsilon-V_{\min}+c .
\end{equation}
The quotient in \eqref{variation} is then at least
\begin{equation}
 f(\epsilon)=\frac{\epsilon-\lambda_n}{\epsilon-V_{\min}+c},\qquad
 f'(\epsilon)=\frac{\lambda_n-V_{\min}+c}{(\epsilon-V_{\min}+c)^2}>0 .
\end{equation}
The derivative is positive because $T\ge0$ implies $\lambda_n\ge V_{\min}$, and $c>0$. The smallest value is at $\epsilon=\lambda_{m+1}$, which gives the lower bound in \eqref{mainprec}.

For the upper bound, use $v=u_{m+1}$ in \eqref{variation}. The numerator is $g_n$. Since $K\le1/c$, also $K_Q\le1/c$, so $K_Q^{-1}\ge c$ and $\mu_n\le g_n/c$. The two bounds show that a vanishing outside gap forces $\mu_n$ to vanish linearly. This preconditioner cannot repair a near-degeneracy at the block edge.

\subsection{Stability and the role of the cutoff}

The largest $\mu$ decides whether the unit step is safe. Extend $D$ by zero to the whole space. The nonzero eigenvalues of $D^{1/2}KD^{1/2}$ and $K^{1/2}DK^{1/2}$ agree, so
\begin{equation}
 \mu_{\max}=\max_{v\ne0}\frac{v^\dagger Dv}{v^\dagger(T+c)v}.
\end{equation}
Furthermore,
\begin{equation}
 H-\lambda_1-D=P(H-\lambda_1)P+(\lambda_n-\lambda_1)Q\ge0,
\end{equation}
so $D\le H-\lambda_1$. With $\tau=v^\dagger Tv\ge0$ for normalized $v$,
\begin{equation}
 \mu_{\max}\le\max_{\tau\ge0}\frac{\tau+V_{\max}-\lambda_1}{\tau+c}
 \le\max\left[1,\frac{V_{\max}-\lambda_1}{c}\right].
 \label{stability}
\end{equation}
The last step holds because the fraction moves monotonically from its value at $\tau=0$ towards one. If $c\ge V_{\max}-\lambda_1$, all $\mu$ are at most one and the unit step gives the factor $1-\mu_n$. If the bound is $M>1$, multiplying the correction by $1/M$ is safe and gives $1-\mu_n/M$.

Neither \eqref{mainprec} nor \eqref{stability} contains the plane-wave cutoff explicitly. At high kinetic energy, $K$ cancels the growth of $H$. The Chebyshev filter has no such cancellation: raising the cutoff raises $b$ and lowers $\gamma_n$. An unnecessarily large $c$ is costly, since $\mu_n\le g_n/c$.

\subsection{A near-degenerate edge in three dimensions}

Consider a cubic cell of side $L=8$ bohr at zero crystal momentum, with
\begin{equation}
 V=-2\sum_{i=x,y,z}v_i\cos(2\pi x_i/L),
\end{equation}
and $v_x,v_y,v_z=0.16,0.15,0.14$ hartree. The extrema of $V$ are $\pm0.90$ hartree. There are 257 plane waves, with largest kinetic energy 4.935 hartree. The lowest levels, in hartree, are
\[
 -0.3352;\quad0.0521,\ 0.0610,\ 0.0700;\quad0.1510,\dots
\]
Levels 2--4 each contain one first excitation along one axis. They are split because the $v_i$ differ. Two bands are wanted, so the edge cuts this triplet with a gap of 0.0089 hartree, or 0.242 eV.

With $c=1.50$ hartree, $(V_{\max}-\lambda_1)/c=(0.90+0.335)/1.50=0.82$, and the unit step is stable. Without buffers, \eqref{mainprec} gives
\begin{equation}
 \frac{0.00890}{0.061+0.90+1.50}=0.0036\le\mu_2\le
 \frac{0.00890}{1.50}=0.0059 .
\end{equation}
The computed value is 0.0045. Two buffers move the first outside level to $\lambda_5$, so that $g_2=0.15101-0.05206=0.09895$ hartree and $\mu_2=0.052$. The following factors refer to the vector error of band 2; the filter has degree 8.

\begin{center}
\begin{tabular}{ccccc}
Buffers & $g_2$ (hartree) & $1-\mu_2$ & Measured & $q_2$\\
0 & 0.0089 & 0.9955 & 0.9955 & 0.831\\
1 & 0.0179 & 0.9909 & 0.9909 & 0.702\\
2 & 0.0990 & 0.9481 & 0.9481 & 0.240\\
5 & 0.3961 & 0.8241 & 0.8211 & 0.027
\end{tabular}
\end{center}

The ``Measured'' column is for the preconditioned iteration. One buffer doubles the gap but remains inside the triplet. The second passes it and raises the gap more than fivefold. With five buffers the measured decay is slightly faster than the slowest mode predicts. Faster modes that have not yet died out would have this effect, but their separate contributions were not measured.

For the filter with two buffers, $b=4.935+0.90=5.835$ hartree and
\begin{equation}
 \gamma_2=\frac{0.0990}{5.835-0.151}=0.0174,\qquad
 q_2=\frac{1}{\cosh(8\times0.263)}=0.24 .
\end{equation}
The measured filter factors, averaged over later steps, are 0.829, 0.696, 0.236 and 0.025 in the order of the table. They lie below $q_2$, as they must: every outside component is multiplied by at most $q_2$, and many by less.

\subsection{Cost, choice of buffers and stopping}

Starting from the first $m$ columns of one random block, whose plane-wave coefficients were divided by $1+T$ to damp the high-energy components, the preconditioned iteration brought the energy of band 2 within $10^{-6}$ hartree of its reference in 1045, 292, 114 and 34 iterations for 0, 1, 2 and 5 buffers. Counting one product with $H$ per vector and iteration, the costs were
\[
 1045\times2=2090,\quad292\times3=876,\quad114\times4=456,\quad34\times7=238 .
\]
For this start, each larger block reduced the total number of products as well as the iterations. The saving from the first buffer is not guaranteed for other starts: going from two vectors to three pays only if the iteration count falls by more than a factor of 1.5.

These counts are not pure measurements of the asymptotic rate. From zero buffers to one, $\mu_2$ doubles, while the iteration count falls by a factor of 3.6. The count also depends on the initial error and on the approach to the linear regime. The rate accounts for a factor of about two; the rest belongs to this start and its transient, which the data do not separate. The deviation has the opposite sign at the next step: from one buffer to two, $\mu_2$ rises by a factor of 5.7, while the iteration count falls by only 2.6 and the number of products by 1.9. From zero buffers to two, $\mu_2$ rises by a factor of 11.5 and the iteration count falls by 9.2.

A simple estimate shows when another buffer pays. In the asymptotic regime with $\mu_n\ll1$, reducing the vector error by a factor $F$ takes about $\ln F/\mu_n$ iterations and
\begin{equation}
 \mathcal N_H\simeq\frac{m\ln F}{\mu_n}
\end{equation}
products with $H$. A buffer saves products if it raises $\mu_n$ by a larger fraction than it raises $m$. Orthogonalization and the small diagonalization add costs that also grow with $m$.

If the levels near the edge have uniform spacing $\delta$, there is no clear gap to reach. With $B$ buffers above the last wanted band $n$, $g_n=(B+1)\delta$. While $\mu_n$ is roughly proportional to $g_n$, the number of products scales as $(n+B)/(B+1)$. Buffers still help for $n>1$, with diminishing returns: for large $n$ the first one nearly halves the number of products, and each further one saves less. This applies to the preconditioned iteration. For a filter with $k\sqrt{\gamma_n}\gg1$ the exponent grows only as $\sqrt{g_n}$, so the number of products scales as $(n+B)/\sqrt{B+1}$; this is smallest at $B=n-2$, and for $n=2$ buffers save no products. A few buffers change the asymptotic rate abruptly when a small cluster is followed by a much larger gap; in the example the second buffer raises $\mu_2$ by a factor of 5.7.

The last buffer has its own gap $\lambda_{m+1}-\lambda_m$. With one buffer in the example, band 3 has a measured factor of 0.9954, against 0.9909 for band 2. Requiring band 3 to meet the same tolerance would bring back the slow edge. The stopping test should therefore cover the wanted bands and leave out the buffers. The factor $1-\mu_n$ still assumes that $\eta$ is small, and $\eta$ includes the buffers: while a buffer inside a cluster is far from converged, the wanted band can decay more slowly.

For a wanted band the residual also gives an error estimate. Put $\rho_n=(H-\theta_n)x_n\simeq(H-\lambda_n)r_n$, with $x_n$ normalized to leading order. On the outside space $H-\lambda_n\ge g_n$, so
\begin{equation}
 \|r_n\|\lesssim\frac{\|\rho_n\|}{g_n},\qquad
 \theta_n-\lambda_n\lesssim\frac{\|\rho_n\|^2}{g_n}.
\end{equation}
The second relation follows from $r_n^\dagger(H-\lambda_n)r_n\simeq\rho_n^\dagger(H-\lambda_n)^{-1}\rho_n$, with the inverse taken outside the block. Both are leading-order estimates. They require $\eta\ll1$, so the buffers too must be close to the lowest $m$ states. If the last buffer is still a mixture of $u_m$ and $u_{m+1}$, the effective gap can fall towards $\lambda_m-\lambda_n$, and the estimates are then too optimistic: with one buffer in the example, the energy error at the $10^{-6}$ hartree stop reached 1.6 times $\|\rho_2\|^2/g_2$ among 30 random starts. The first relation concerns the outside error only. It does not bound the mixing of the Ritz vector with a nearly degenerate band inside the block. At equal residual, a larger outside gap also gives a tighter error estimate.

The two methods respond differently to the cutoff. With two buffers, raising the largest kinetic energy from 2.78 to 7.71 hartree leaves $\mu_2$ at 0.0519, while $q_2$ computed from \eqref{mainfilter} for degree 8 worsens from 0.138 to 0.345. The filter then needs a higher degree or more applications. In both methods the buffers do the same work: they move the first level that must be suppressed by iteration away from the wanted bands. The numerical output lists the values for each block size and cutoff.

\section*{Calculated quantities}
\begin{verbatim}
cell side = 8.0 bohr; plane waves = 257
v_x, v_y, v_z = 0.16, 0.15, 0.14 hartree
largest kinetic energy = 4.9348 hartree
V_max = 0.90 hartree; c = 1.50 hartree
level 1 = -0.33515 hartree
level 2 = 0.05206 hartree
level 3 = 0.06095 hartree
level 4 = 0.06998 hartree
level 5 = 0.15101 hartree
level 6 = 0.17162 hartree
level 7 = 0.19265 hartree
level 8 = 0.44815 hartree
edge gap level 3 - level 2 = 0.00890 hartree = 0.242 eV
(V_max - level 1)/c = 0.8234
Band 2: buffers, gap (hartree), lower bound, mu, upper bound
 0   0.00890   0.00362   0.00451   0.00593
 1   0.01793   0.00726   0.00910   0.01195
 2   0.09895   0.03879   0.05191   0.06597
 5   0.39610   0.13907   0.17594   0.26407
Preconditioned, band 2: buffers, error factor predicted, measured,
  iterations to 1e-6 hartree, H-products on single vectors
 0   0.99549   0.99549   1045    2090
 1   0.99090   0.99090    292     876
 2   0.94809   0.94807    114     456
 5   0.82406   0.82109     34     238
Last band of block: buffers, band, factor predicted, measured
 0   2   0.99549   0.99549
 1   3   0.99542   0.99542
 2   4   0.95747   0.95745
 5   7   0.88620   0.88426
Chebyshev degree 8, band 2: buffers, gamma, factor predicted, measured
 0  0.001541   0.83078   0.82924
 1  0.003110   0.70190   0.69639
 2  0.017410   0.24011   0.23618
 5  0.073533   0.02748   0.02493
Two buffers: plane waves, cutoff (hartree), mu, Chebyshev factor
 123   2.7758   0.05192   0.13806
 257   4.9348   0.05191   0.24011
 515   7.7106   0.05191   0.34470
\end{verbatim}
